\section*{Second-Order Conduction-Edge Shift from Random Yukawa-Screened Donors, part 1}

(Sections cited here and not found follow in the second part.)

\section{The shift at a given screening length}

A heavily doped semiconductor contains donors at random places, and its conduction electrons screen them. The problem is to find how far the disorder moves the bottom of the conduction band at second order in the donor potential, and how the answer depends on the range of that potential.

The model is as follows. An electron of effective mass $m$ moves in a medium of dielectric constant $\varepsilon$. A periodic cube of side $L$ and volume $\Omega=L^3$ holds $N$ singly charged donors at positions $\mathbf R_j$, with density $n=N/\Omega$. Each position is drawn independently and uniformly. One donor gives the electron the potential energy
\begin{equation}
v(r)=-\frac{e^{-\kappa r}}{\varepsilon r},\qquad \lambda=\frac1\kappa ,
\label{eq:yukawa}
\end{equation}
where $\lambda$ is the screening length. Hartree atomic units are used: $\hbar$, the elementary charge and the free-electron mass equal one, and $m$ is a multiple of the free-electron mass. In this first half $n$ and $\lambda$ are independent quantities, and the band is isotropic and parabolic.

The word ``edge'' needs care. In an infinite random solid, rare groups of donors produce states below the main band, so the density of states has a tail and no sharp lower end. The quantity sought here is the energy of the zero-wave-vector electron, averaged over donor positions. It is not the energy of the lowest state in the sample.

\subsection*{(a) Matrix elements and the first-order term}

\textbf{Question.} Find the matrix element of the donor potential between the plane wave of zero wave vector and that of wave vector $\mathbf q$. What is the first-order shift?

\textbf{Solution.} The Fourier transform of one donor potential is needed first. The angular integral of $e^{-i\mathbf q\cdot\mathbf r}$ over all directions is $4\pi\sin(qr)/(qr)$, so
\begin{align}
v(q)&=\int d^3r\,e^{-i\mathbf q\cdot\mathbf r}v(r)
=-\frac{4\pi}{\varepsilon q}\int_0^\infty dr\,\sin(qr)\,e^{-\kappa r}\notag\\
&=-\frac{4\pi}{\varepsilon q}\,\mathrm{Im}\,\frac{1}{\kappa-iq}
=-\frac{4\pi}{\varepsilon(q^2+\kappa^2)} .
\label{eq:vq}
\end{align}
The factor $r^2$ of the volume element has cancelled one $r$ from the potential and one from the angular integral. The last step uses $1/(\kappa-iq)=(\kappa+iq)/(\kappa^2+q^2)$.

The normalized plane waves are $\Omega^{-1/2}e^{i\mathbf q\cdot\mathbf r}$, where each component of $\mathbf q$ is an integer multiple of $2\pi/L$. Shifting the integration variable by $\mathbf R_j$ in each donor term gives, for $\mathbf q\ne0$,
\begin{equation}
\langle\mathbf q|V|0\rangle=\frac{v(q)}{\Omega}\rho_{\mathbf q},
\qquad
\rho_{\mathbf q}=\sum_{j=1}^N e^{-i\mathbf q\cdot\mathbf R_j}.
\label{eq:matrix}
\end{equation}

The component $\mathbf q=0$ must be treated separately. The crystal as a whole is neutral: the mean charge of the donors is cancelled by the mean charge of the electrons. The mean electrostatic potential is then a constant that can be chosen freely, and it is set to zero. Equation \eqref{eq:vq} describes the screened response to the nonuniform part of the donor charge, so it is used for $\mathbf q\ne0$. Hence
\begin{equation}
\Delta E_1=\langle0|V|0\rangle=0 .
\end{equation}
A different choice of the constant would move all states of the crystal together, the valence band included, and would leave the gap unchanged.

\subsection*{(b) Average over donor positions}

\textbf{Question.} Write the second-order shift for one arrangement of donors, average it over independent positions, and take the limit of a large volume. Do electrons that already fill part of the band alter the sum?

\textbf{Solution.} In the finite cube the state of zero wave vector is not degenerate. Its unperturbed energy is zero, and that of the state $\mathbf q$ is $q^2/2m$. Ordinary second-order perturbation theory gives
\begin{equation}
E_2=\sum_{\mathbf q\ne0}\frac{|\langle\mathbf q|V|0\rangle|^2}{0-q^2/2m}
=-\frac1{\Omega^2}\sum_{\mathbf q\ne0}\frac{2m}{q^2}\,|v(q)|^2\,|\rho_{\mathbf q}|^2 .
\label{eq:onearrangement}
\end{equation}
Each term is negative, because each intermediate state lies above the starting state.

The positions enter through $|\rho_{\mathbf q}|^2$, which is a double sum. Its $N$ diagonal terms equal one. In the other $N(N-1)$ terms the two positions are independent, so the average factorizes:
\begin{equation}
\langle|\rho_{\mathbf q}|^2\rangle
=N+N(N-1)\left|\frac1\Omega\int_\Omega d^3R\,e^{-i\mathbf q\cdot\mathbf R}\right|^2
=N\qquad(\mathbf q\ne0).
\label{eq:average}
\end{equation}
The integral vanishes because a nonzero allowed $\mathbf q$ fits a whole number of periods into the cube. At this order the donors therefore contribute independently, although their potentials may overlap.

For a large cube the sum over $\mathbf q$ becomes $\Omega\int d^3q/(2\pi)^3$, and $N/\Omega=n$:
\begin{equation}
\Delta E_2=-n\int\frac{d^3q}{(2\pi)^3}\,\frac{2m}{q^2}\,|v(q)|^2 .
\label{eq:general}
\end{equation}
Near $q=0$ the factor $q^2$ in the volume element cancels the $1/q^2$, so the integral is finite. The expression is also the lowest-order self-energy of the averaged electron at zero wave vector and zero energy. In a large cube this is the reading that survives. The matrix elements fall as $L^{-3/2}$ and the lowest energy gaps as $L^{-2}$, so the weight of other plane waves mixed into a single level grows in proportion to $L$. For the silicon of part (i) it is about $0.8$ at $L=56$ nm and $1.8$ at $L=112$ nm, where no single level is a weakly perturbed plane wave. The associated decay rate contains the density of final states at energy $E$, which is proportional to $\sqrt E$ and vanishes at the bottom of the band.

Filled states do not block the intermediate states in this problem. The donor potential is static and acts on one electron at a time, so a state of many noninteracting electrons is a determinant of perturbed one-electron orbitals. The energy of each orbital follows from the one-electron equation, whichever other orbitals are filled. Interaction between the electrons is a separate matter, taken up in part (j).

A small numerical case shows the role of randomness. Take $m=\varepsilon=\lambda=1$, a cube of side 6 with eight donors, and multiply the donor potential by $g=0.2$. The Hamiltonian is written in the plane waves $\mathbf q=2\pi(i,j,k)/L$ with $i^2+j^2+k^2\le9$ and diagonalized. Averaging the lowest energies for $+g$ and $-g$ removes the odd orders, and division by $g^2$ leaves the second-order coefficient, up to a remainder of relative order $g^2$. The mean over 500 random arrangements is $-0.1173$, with a standard error of $0.0019$. Equations \eqref{eq:onearrangement} and \eqref{eq:average}, summed over the same plane waves, give $-0.1174$.

If the same eight donors form a simple cubic array of spacing 3, diagonalization in the same truncated set of plane waves gives $-0.0267$, about 23\% of the random mean in that set. The reason is visible in $\rho_{\mathbf q}$. With coordinates 0 or $L/2$ along each axis, $\rho_{\mathbf q}$ is a product of factors $1+(-1)^i$, $1+(-1)^j$ and $1+(-1)^k$. It equals 8 when all three integers are even and zero otherwise. The long-wavelength terms, which have the largest $|v(q)|^2$ and the smallest energy denominators, are missing. The larger weight of the surviving terms does not make up for them in this case. The ratio depends on the cutoff and on the box. With all plane waves the second-order sums are $-0.1227$ (random) and $-0.0308$ (ordered), a ratio of 25\%. The small box also lacks the longest wavelengths: for random donors at this density the infinite-volume result of part (c) is $-0.465$, nearly four times the box value, and the ordered array reaches only about 7\% of it.

\subsection*{(c) The dependence on screening length}

\textbf{Question.} Evaluate equation \eqref{eq:general} for the Yukawa potential. What happens when the screening length is changed at fixed donor density?

\textbf{Solution.} Insert equation \eqref{eq:vq} and use $d^3q=4\pi q^2dq$:
\begin{align}
\Delta E_2
&=-n\int_0^\infty\frac{4\pi q^2\,dq}{8\pi^3}\;\frac{2m}{q^2}\;
\frac{16\pi^2}{\varepsilon^2(q^2+\kappa^2)^2}\notag\\
&=-\frac{16nm}{\varepsilon^2}\int_0^\infty\frac{dq}{(q^2+\kappa^2)^2}.
\label{eq:radial}
\end{align}
The substitution $q=\kappa\tan\theta$ gives $dq=\kappa\,d\theta/\cos^2\theta$ and $q^2+\kappa^2=\kappa^2/\cos^2\theta$, so that
\begin{equation}
\int_0^\infty\frac{dq}{(q^2+\kappa^2)^2}
=\frac1{\kappa^3}\int_0^{\pi/2}\cos^2\theta\,d\theta=\frac{\pi}{4\kappa^3}.
\label{eq:integral}
\end{equation}
The result is
\begin{equation}
\boxed{\;\Delta E_2=-\frac{4\pi n m\lambda^3}{\varepsilon^2}
=-4\pi(n\lambda^3)E^*,\qquad E^*=\frac{m}{\varepsilon^2}.\;}
\label{eq:result}
\end{equation}
Here $E^*$ is the Hartree energy rescaled by the mass and dielectric constant of the crystal. Since $4\pi n\lambda^3/3$ is the mean number of donors in a sphere of radius $\lambda$, the shift is $-3E^*$ times that number.

At fixed density the shift grows as the cube of the screening length. Doubling $\lambda$ multiplies it by eight, and an error of $+10\%$ in $\lambda$ raises its magnitude by 33\%, since $1.1^3=1.331$. For $\lambda\to0$ the shift vanishes. For $\lambda\to\infty$ it diverges, because the integrand of equation \eqref{eq:radial} tends to $1/q^4$ at small $q$. Independently placed, unscreened Coulomb donors thus have no finite second-order shift in an infinite volume.

The integral also shows which wave vectors matter. Stopping it at $q=x\kappa$, and using $\int_0^\theta\cos^2\theta'\,d\theta'=\tfrac12(\theta+\sin\theta\cos\theta)$, gives the fraction
\begin{equation}
f(x)=\frac2\pi\left(\arctan x+\frac{x}{1+x^2}\right)
\label{eq:fraction}
\end{equation}
of the full shift. At $x=1$ this is $\tfrac12+1/\pi\approx0.82$: most of the shift comes from wave vectors below $1/\lambda$.

\subsection*{(d) Where the three powers come from}

\textbf{Question.} Express the shift through the variance of the donor potential and the kinetic energy belonging to the length $\lambda$.

\textbf{Solution.} The potential at a fixed point is a sum of $N$ independent contributions, so its variance is $N$ times the variance of one of them:
\begin{equation}
W^2=N\left[\frac1\Omega\int v^2\,d^3r-\left(\frac1\Omega\int v\,d^3r\right)^2\right]
\longrightarrow n\int v^2\,d^3r .
\end{equation}
The second term is smaller by a factor $1/\Omega$ and disappears for a large volume. With equation \eqref{eq:yukawa},
\begin{equation}
W^2=\frac{4\pi n}{\varepsilon^2}\int_0^\infty e^{-2r/\lambda}\,dr
=\frac{2\pi n\lambda}{\varepsilon^2}.
\label{eq:W}
\end{equation}
Define $E_\lambda=1/(2m\lambda^2)$, the kinetic energy at wave vector $1/\lambda$. Then
\begin{equation}
-\frac{W^2}{E_\lambda}
=-\frac{2\pi n\lambda}{\varepsilon^2}\,2m\lambda^2
=-\frac{4\pi nm\lambda^3}{\varepsilon^2}=\Delta E_2 .
\label{eq:meaning}
\end{equation}
The electron lowers its energy by gathering where the potential is low. To do so it must mix in waves that vary over the distance $\lambda$, at a kinetic cost of about $E_\lambda$. A longer range raises the variance by one power of $\lambda$ and lowers the kinetic cost by two powers. Together they give the cube.

\subsection*{(e) Repeated scattering by one donor}

\textbf{Question.} Relate the shift to the zero-energy scattering length of one donor. When may the higher orders from a single donor be neglected?

\textbf{Solution.} For one donor in a large periodic cube, integrate the Schr\"odinger equation over the volume. The kinetic term integrates to zero, which leaves $E\int\psi\,d^3r=\int v\psi\,d^3r$. With $\psi\to1$ far from the donor, $\int\psi\,d^3r\approx\Omega$. The zero-energy wave obeys
\begin{equation}
\psi(\mathbf r)=1-\frac{m}{2\pi}\int d^3r'\,\frac{v(r')\psi(\mathbf r')}{|\mathbf r-\mathbf r'|}
\;\longrightarrow\;1-\frac{a_s}{r},
\qquad a_s=\frac{m}{2\pi}\int v\psi\,d^3r .
\label{eq:as}
\end{equation}
Hence $E=2\pi a_s/(m\Omega)$ for one donor, and $2\pi na_s/m$ for $N$ donors that act separately.

Put $\psi=1$ in the last integral to obtain the first-order scattering length, and use $v(q=0)=-4\pi\lambda^2/\varepsilon$. Then insert the first correction to $\psi$, with $4\pi/q^2$ as the Fourier transform of $1/r$. With the effective Bohr radius $a=\varepsilon/m$,
\begin{align}
a_s^{(1)}&=\frac{m}{2\pi}\left(-\frac{4\pi\lambda^2}{\varepsilon}\right)=-\frac{2\lambda^2}{a},\\
a_s^{(2)}&=-\left(\frac{m}{2\pi}\right)^2\int\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2}|v(q)|^2
=\frac{m}{2\pi n}\,\Delta E_2=-\frac{2\lambda^3}{a^2}.
\end{align}
The second line contains the integral of equation \eqref{eq:general}. The first-order part gives a uniform shift, which neutrality removed in part (a).

The ratio of the two terms is $\lambda/a$, so neglect of higher orders requires $\lambda/a\ll1$. Numerical integration of the radial equation at zero energy shows where the expansion must break down: the first bound state appears at $\lambda/a=0.840$. There $a_s$ diverges, and a power series in $\lambda/a$ cannot converge beyond that point.

\section{Carrier screening and heavily doped silicon}

The symbols carried over are the donor density $n$, effective mass $m$, dielectric constant $\varepsilon$, screening length $\lambda=1/\kappa$, effective Bohr radius $a=\varepsilon/m$ and effective Hartree energy $E^*=m/\varepsilon^2$. The donor potential in Fourier space is $v(q)=-4\pi/[\varepsilon(q^2+\kappa^2)]$. The first half found
\begin{equation}
\Delta E_2=-n\int\frac{d^3q}{(2\pi)^3}\frac{|v(q)|^2}{q^2/2m}
=-4\pi(n\lambda^3)E^*=-\frac{W^2}{E_\lambda},
\label{eq:recall}
\end{equation}
with $W^2=2\pi n\lambda/\varepsilon^2$ the variance of the donor potential and $E_\lambda=1/(2m\lambda^2)$. Neglect of repeated scattering by one donor requires $\lambda/a\ll1$. What remains is the effect of many overlapping donors, the shape of a silicon valley, and the origin of $\lambda$ itself.

For independently placed donors and an isotropic parabolic band, the second-order shift is $-4\pi(n\lambda^3)E^*$, which grows as the cube of the screening length at fixed density, and neglect of repeated scattering by one donor requires $\lambda/a\ll1$. Still to come are the sensitivity to the energy denominator, the ellipsoidal valley, screening by the carriers themselves, and the value for phosphorus-doped silicon with estimates of what it leaves out.

All numerical values are calculated from the stated model.
